\section*{Attosecond pulse retrieval from streaking and the central-momentum approximation}

\section{A constant vector potential hides the chirp}

Let an isolated extreme-ultraviolet pulse free electrons from an atom while a laser field is present, and suppose first that the laser vector potential $A$ barely changes during the pulse. Atomic units are used in the algebra, the electron has charge $-1$, and the laser field is $F=-dA/dt$. An electron born with momentum $p_i$ along the polarization obeys $\dot v=-F=\dot A$. After the laser has gone it has the momentum
\begin{equation}
p=p_i-A. \label{eq:classical}
\end{equation}
Let $K_0=p_0^2/2$ be the central kinetic energy without the laser, and let $w=p^2/2-K_0$ be the measured energy offset. The offset at birth was
\begin{equation}
w_i=\tfrac12(p+A)^2-K_0=w+pA+\tfrac12A^2. \label{eq:map}
\end{equation}
The spectrum is $|\tilde P(w_i)|^2$, where $\tilde P(w)=\int P(s)e^{iws}ds$ and $P(s)$ is the pulse envelope. The spectrum has moved, but the phase of $\tilde P$ has dropped out.

The naive scheme assigns a flat phase to the measured spectrum. For a Gaussian spectrum 12 eV wide (full width at half maximum, FWHM) this gives $4\ln2\times658/12=152$ as, with $\hbar=658$ eV\,as. If the pulse carries a group-delay dispersion $g=12000$ as$^2$ and a third-order dispersion of $6\times10^5$ as$^3$, its true duration is 242 as.

The cure is to let $A$ vary during the pulse. Suppose the laser multiplies $P$ by $e^{i\varphi}$, with $\varphi'$ changing linearly at the rate $\varphi''$. Since $P$ is built from components $e^{-iws}$, the energy offset acts as $i\,d/ds$, and
\begin{equation}
e^{-i\varphi}\Big(i\frac{d}{ds}\Big)e^{i\varphi}=i\frac{d}{ds}-\varphi'. \label{eq:shift}
\end{equation}
The variance of $w$ therefore becomes
\begin{equation}
\sigma_{\rm out}^2=\sigma^2-2\varphi''C+\varphi''^2\sigma_t^2, \label{eq:width}
\end{equation}
where $\sigma$ and $\sigma_t$ are the rms widths in energy and time, and $C$ is the symmetrized covariance of time and energy. In the energy domain time acts as $-i\,d/dw$. On $|\tilde P|e^{i\theta}$ its real part is the group delay $\theta'(w)$, so a constant slope $\theta''=g$ gives $C=g\sigma^2$. It is shown below that $\varphi''\simeq-p_0F$. The term odd in the field is then $+2p_0Fg\sigma^2$: spectra taken at opposite signs of $F$ have different widths, and the difference reveals the sign and size of the chirp, as long as $\varphi''$ is constant over the pulse and the same for all momenta. In the full amplitude (\ref{eq:full}) a third-order dispersion alone also gives an odd term: for the pulse above with $g=0$ and the laser used below, it reads as about 290 as$^2$ at a photon energy of 100 eV and about 850 as$^2$ at 50 eV. A scan over delay is needed, together with a way to separate the pulse from the laser phase.

\section{From the driven electron to a product}

Assume one active electron, no Coulomb force after ionization, emission along the polarization and a constant dipole. Let $\tau$ be the delay, $t=s+\tau$ the laser time and $\Omega$ the central photon energy, so that $K_0=\Omega-I_p$ with $I_p$ the ionization energy. With the free phase $e^{-ip^2t/2}$ and a phase depending on delay and energy alone removed, the amplitude $b$ for final momentum $p$ obeys
\begin{equation}
i\dot b=\big(pA+\tfrac12A^2\big)b+P(s)e^{iws}.
\end{equation}
Define $\alpha(t)=\int_t^\infty A\,dt'$ and $\beta(t)=\frac12\int_t^\infty A^2dt'$, so that $\dot\alpha=-A$ and $\dot\beta=-A^2/2$. Then
\begin{equation}
\frac{d}{dt}\Big[b\,e^{-i(p\alpha+\beta)}\Big]
=e^{-i(p\alpha+\beta)}\Big[\dot b+i\big(pA+\tfrac12A^2\big)b\Big]
=-iP(s)e^{iws}e^{-i(p\alpha+\beta)}.
\end{equation}
Both $\alpha$ and $\beta$ vanish at late times, and integration gives
\begin{equation}
a(p,\tau)=-i\int ds\,P(s)\,e^{iws-i[p\,\alpha(s+\tau)+\beta(s+\tau)]}. \label{eq:full}
\end{equation}
As a test, the differential equation was integrated for a photon energy of 50 eV at a delay of 327 as. The moduli agreed with (\ref{eq:full}) to $2\times10^{-5}$ of the largest one.

The number of electrons per unit energy and solid angle is proportional to $p|a|^2$, because $p^2dp=p\,dK$ with $K=p^2/2$. The spectrogram used here is therefore $S=|a|^2$, the counts divided by $p$.

Equation (\ref{eq:full}) is not a Fourier transform of a product, since the laser phase depends on $p$. The central-momentum approximation puts $p_0$ for $p$ in that phase:
\begin{equation}
S\simeq\Big|\int ds\,e^{iws}P(s)G(s+\tau)\Big|^2,\qquad
G=e^{i\varphi},\quad \varphi=-(p_0\alpha+\beta). \label{eq:cma}
\end{equation}
Here $\varphi'=p_0A+A^2/2$ and $\varphi''=-(p_0+A)F\simeq-p_0F$, as used above. The gate $G$ has unit modulus.

\section{Updates that cannot raise the misfit}

Both factors are unknown. If one guesses the gate and fits the pulse, errors of the gate pass into the pulse, so both must be updated. On a time grid, let $\psi_\tau(w)$ be the unitary discrete transform of $P(s)G(s+\tau)$, and define the misfit
\begin{equation}
E=\sum_{\tau,w}\big(|\psi_\tau(w)|-\sqrt{S(w,\tau)}\big)^2 .
\end{equation}
Introduce auxiliary signals $\chi_\tau(s)$ whose transforms have the measured moduli $\sqrt S$, and the distance
\begin{equation}
D=\sum_{\tau,s}|\chi_\tau(s)-P(s)G(s+\tau)|^2 .
\end{equation}
Each of the three sets of unknowns can be optimized in closed form while the others are held fixed.

\emph{Signals.} By unitarity $D$ can be evaluated in energy. For a number $z$ of modulus $\sqrt S$,
\begin{equation}
|z-\psi|^2=S+|\psi|^2-2\,\mathrm{Re}(z\psi^*)\ge(\sqrt S-|\psi|)^2,
\end{equation}
with equality at $z=\sqrt S\,\psi/|\psi|$. One keeps the phase and replaces the modulus, after which $D=E$.

\emph{Pulse.} Since $|G|=1$, each term equals $|\chi_\tau G^*-P|^2$. A sum of squared distances is smallest at the mean, so with $N_\tau$ delays
\begin{equation}
P(s)=\frac1{N_\tau}\sum_\tau\chi_\tau(s)G^*(s+\tau).
\end{equation}

\emph{Gate.} For one laser time $t$ the terms containing $G(t)$ are
\begin{equation}
\sum_\tau\big(|\chi_\tau(t-\tau)|^2+|P(t-\tau)|^2\big)-2\,\mathrm{Re}\,[G^*(t)Q(t)],\quad
Q(t)=\sum_\tau\chi_\tau(t-\tau)P^*(t-\tau),
\end{equation}
where the sum runs over delays that place $t-\tau$ inside the pulse window. On the unit circle the minimum is at $G=Q/|Q|$; if $Q=0$, any phase serves.

Now chain the steps. After the signal update $D=E_n$. The pulse and gate updates can only lower $D$, and the next signal update lowers it again, to $E_{n+1}$. Hence $E_{n+1}\le E_n$. This does not promise the global minimum, so the start matters. By (\ref{eq:shift}) the centroid of each spectrum is the pulse centroid minus the average of $\varphi'$ over $|P|^2$. Integrating the negative centroid over delay gives a first gate, and the delay-averaged spectrum with flat phase gives a first pulse.

Some freedom remains. A constant phase can pass between $P$ and $G$, and both can be shifted together in time. Also, $P\to Pe^{i\nu s}$ with $G\to Ge^{-i\nu t}$ multiplies the product by $e^{-i\nu\tau}$, which no spectrum can show. The laser-free spectrum fixes $\nu$. The grid adds a freedom of its own: if the delay step is $m$ time samples (below, $m=3$), any phase pattern of period $m$ samples can pass from $G$ to $P$ without changing the product. Such a pattern gives the pulse side bands, 38 eV from the line on the grid used below, so the laser-free spectrum excludes it, and the first guess does not contain it. In the comparisons below the retrieved pulse is aligned with the true one in phase, time and $\nu$. The field error is the norm of the remaining difference, relative to the norm of the pulse.

\section{What the frozen momentum spoils}

The phase neglected in (\ref{eq:cma}) is $-(p-p_0)\alpha$. With peak vector potential $A_0$ and laser frequency $\omega$ the spectral width alone gives it a size of about $(\sigma/p_0)(A_0/\omega)$. The streaking shift $p-p_0\simeq-A$ adds to this: in the 100 eV example below the rms phase reaches 0.25 rad, against 0.18 rad from the estimate. Neither number is the size of the error in $S$. Expand around the delay:
\begin{equation}
-(p-p_0)\alpha(\tau+s)\simeq-(p-p_0)\alpha(\tau)+(p-p_0)A(\tau)s. \label{eq:expand}
\end{equation}
The first term does not depend on $s$, comes out of the integral and leaves $S$ unchanged. The second, with $p-p_0\simeq w/p_0$, turns $e^{iws}$ into $e^{iws(1+A/p_0)}$. The energy axis is rescaled.

To find the resulting error, compare (\ref{eq:map}) with its frozen version $u=w+p_0A+A^2/2$. The difference is $\delta=(p-p_0)A\simeq wA/p_0$. To leading order $w\simeq u-p_0A$, so
\begin{equation}
\delta\simeq\frac{A}{p_0}u-A^2 .
\end{equation}
There is a rescaling and a shift of the centre. For a Gaussian amplitude $f=e^{-u^2/4\sigma^2}$ the change is $f'\delta=-(u\delta/2\sigma^2)f$. With $\langle u^2\rangle=\sigma^2$, $\langle u^4\rangle=3\sigma^4$ and vanishing odd moments, the relative squared error is
\begin{equation}
\epsilon^2=\frac{\langle u^2\delta^2\rangle}{4\sigma^4}
=\frac34\Big(\frac A{p_0}\Big)^2+\frac{A^4}{4\sigma^2}. \label{eq:eps}
\end{equation}
This holds for a pulse short against the laser cycle, with $A\ll p_0$ and $A^2\ll\sigma$.

The free gate can absorb the centre shift by changing $\varphi'$. If it absorbs none of the rescaling, the relative misfit $\sqrt{E/\sum S}$ should settle near
\begin{equation}
\epsilon_{\rm floor}=\frac1{p_0}\sqrt{\tfrac34\langle A^2\rangle_\tau}. \label{eq:floor}
\end{equation}

The data carry a warning of their own. A phase gate conserves the norm, so (\ref{eq:cma}) demands the same $\int S\,dw$ at every delay. For constant $A$ the full theory has $dw=p\,dp$ and $dw_i=p_i\,dp$, hence $dw=(1-A/p_i)dw_i$ and
\begin{equation}
\frac{\int S\,dw}{\int S_{\rm no\ laser}\,dw}=1-A\Big\langle\frac1{p_i}\Big\rangle. \label{eq:yield}
\end{equation}

\section{Neon at three photon energies}

Take free neon atoms with $I_p\approx21.6$ eV, a laser of photon energy 1.55 eV (about 800 nm), intensity $2\times10^{12}$ W/cm$^2$ and duration 6000 as, and the chirped pulse of the first section. The grid has 65 delays 109 as apart and 64 pulse samples 36.3 as apart. At 100 eV, $K_0=100-21.6=78.4$ eV and the streaking amplitude is $p_0A_0=8.66$ eV. Then
\begin{equation}
\frac{A_0}{p_0}=\frac{p_0A_0}{2K_0}=\frac{8.66}{156.8}=0.055,\qquad
\frac{\sigma}{p_0}\frac{A_0}{\omega}=\frac{5.10\times0.0552}{1.55}=0.18\ \mathrm{rad}.
\end{equation}
For an unchirped pulse at zero delay, where $A=A_0$, the two terms of (\ref{eq:eps}) are nearly equal: $0.0023$ and, with $A_0^2=8.66\times0.0552=0.478$ eV, $(0.478/10.19)^2=0.0022$. Their sum gives $\epsilon=0.067$. Direct summation of both spectrograms gives 0.067 for $A>0$ and 0.064 for $A<0$, or 0.066 on average. Where $A=0$ and the field peaks, (\ref{eq:eps}) gives zero, but the next order in $s$ leaves 0.003 for the unchirped pulse and 0.013 to 0.020 for the chirped one.

Retrievals of 2000 iterations, for the same laser and pulse at each photon energy, gave the values below. Durations computed numerically are read on a time grid of 0.6 as steps and can be low by up to about 1 as. The dispersion listed is $C/\sigma^2$, the mean slope of the group delay over the spectrum.
\begin{center}
\begin{tabular}{lccc}
photon energy (eV) & 100 & 70 & 50\\
$A_0/p_0$ & 0.055 & 0.070 & 0.092\\
relative misfit & 0.029 & 0.037 & 0.050\\
floor (\ref{eq:floor}) & 0.029 & 0.037 & 0.048\\
field error & 0.006 & 0.009 & 0.015\\
duration (as) & 242 & 241 & 239\\
dispersion (as$^2$) & 12030 & 12050 & 12090
\end{tabular}
\end{center}
As a control, spectrograms built with the frozen momentum were retrieved with field errors near $10^{-4}$. The larger errors in the table therefore come from the approximation. A second run at 50 eV began at the true pulse and the gate of (\ref{eq:cma}). Its misfit fell from 0.056 to 0.050 while the pulse moved away from the truth, to within $2\times10^{-4}$ of the first answer. Both starts thus lead to the same minimum, which is not at the true pulse, and more iterations would not help.

The pulse error is several times smaller than the misfit. The departure of the scale factor $1+A/p_0$ from one changes sign with $A$, whereas one pulse must serve all delays, so over whole cycles the first-order effect largely cancels in the pulse and stays in the misfit. This can be tested by spoiling the cancellation. At 50 eV, delays from one half-cycle with $A>0$ gave an rms bandwidth of 4.76 eV, and the next half-cycle, with $A<0$, gave 5.47 eV; the true value is 5.10 eV. The ratio is 1.15, while the first-order rescaling with the mean $A$ of each half-cycle predicts 1.12. The sign is right and about three quarters of the effect is accounted for; the rest was not traced. A delay scan should therefore sample both signs of $A$ about equally. An exact number of cycles is not a cure. The scan behind the table spans about 2.6 cycles, with a mean $A$ of $0.07A_0$. At 50 eV a scan of two whole cycles (49 delays) left the field error at 0.015 and gave a dispersion of about 12230 as$^2$ in place of 12090, so the tabulated dispersion bias depends on the scan range. It also depends on the pulse and on the measure. Without the third-order dispersion the value at 100 eV is 11970 as$^2$, a bias of the other sign. A cubic fit to the phase error around the line centre gives about $+25$ as$^2$ at 100 eV and $+30$ to $+40$ as$^2$ at 50 eV, and shows the third-order dispersion too large by about 3\% and 13\%.

At 100 eV the integrated yield runs from 0.947 to 1.050 of its laser-free value, as (\ref{eq:yield}) predicts when $A$ is averaged over the pulse. In an experiment this warning can be read if the pulse flux is known at each delay to clearly better than 5\%.

\section{Reading the laser field from the gate}

The retrieval never uses $p_0$; it enters when the gate is converted to a field. Inverting $\varphi'=p_0A+A^2/2$ gives $A=-p_0+\sqrt{p_0^2+2\varphi'}$. But the gate has been fitted to real line centres, which by (\ref{eq:classical}) lie at $(p_0-A)^2/2-K_0=-p_0A+A^2/2$. The fitted gate thus has $\varphi'\simeq p_0A-A^2/2$, and the consistent inversion is
\begin{equation}
A=p_0-\sqrt{p_0^2-2\varphi'} .
\end{equation}
At 50 eV, within 2.4 fs of the laser peak, it reduces the rms error from 4.6\% to 1.5\% of $A_0$, with $\varphi'$ smoothed over five samples and with time and $\nu$ aligned to the true pulse. Without smoothing the values are 4.7\% and 1.3\%.

\section{Choice of conditions and limits of use}

A weaker laser reduces $A_0/p_0$, but it also reduces the chirp signal. By (\ref{eq:width}) the part of the relative width change that is odd in the field is, to first order, at most $p_0\omega A_0g$, reached at delays where $A=0$ and not where the rescaling peaks. This estimate is 0.37 at 100 eV, where the full amplitude gives 0.34. Divided by the rescaling $A_0/p_0$, it gives $p_0^2\omega g=2K_0\omega g$, in which the laser strength cancels. With $\hbar=658$ eV\,as the ratio is $2(78.4)(1.55)(12000)/658^2=6.7$ at 100 eV and 2.4 at 50 eV. For a given chirp and laser frequency, a higher kinetic energy improves this ratio and a weaker laser does not. Near threshold, where $p_0$ approaches $A_0$ or the spectrum reaches zero kinetic energy, the expansion fails.

At 100 eV the approximation need not be the leading error. With $10^5$ counts in the whole scan, three simulated draws gave field errors of 0.023 to 0.027, about four times the noise-free 0.006. An energy resolution of 1 eV gave 0.0065, and an intensity spread of $\pm10$\% left the error at 0.006. A dipole falling as the inverse photon energy, an assumed slope, would make the electron wave packet differ from the light pulse by about $\sigma/\Omega=5.10/100=0.05$, mostly through a shift of the central energy; after alignment in phase, time and $\nu$ a difference of 0.019 remains. This remainder comes from the third-order dispersion (without it 0.002 remains): the centre moves by $-0.52$ eV, which lowers the dispersion by $6\times10^5\times0.52/658\approx480$ as$^2$, far more than the bias in the table. The omitted Coulomb force shifts the trace by about $-5$ as in classical trajectories started 1 bohr from a unit charge, a rough choice. The shift varies by 1.0 as across 12 eV; read as group delay, this is about $1.0\times658/12\approx55$ as$^2$, more than the 30 as$^2$ bias that the approximation gives for this scan and pulse. Starting radii from 3 to 0.3 bohr move the shift from $-3.7$ to $-6.6$ as and the slope from 39 to 70 as$^2$. The peak laser field, 0.39 V/\AA, is 5\% of the barrier-suppression field, and ionization by the laser alone is left out. Real neon also emits from the $2s$ shell (ionization energy about 48.5 eV), 27 eV below the line treated here. With an assumed weight of 10\%, and the spectrum cut at the valley between the two lines, the field error at 100 eV rose to 0.021.

On this grid the pulse must also be isolated. The window is $64\times36.3$ as $=2.3$ fs long, so a satellite half a laser cycle (1.33 fs) from a centred main pulse falls outside it and cannot be represented. This limit belongs to the window and not to the method: with 128 samples, a pulse with such a satellite of relative amplitude 0.3 was retrieved at 100 eV with a field error of 0.023 and a misfit of 0.051. The values of the main runs are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
ionization energy (rough, neon): 21.6 eV
laser photon energy: 1.55 eV; intensity: 2.0e+12 W/cm2
laser intensity FWHM: 6000 as
laser peak field: 0.388 V/angstrom
barrier-suppression field: 8.10 V/angstrom
free-electron excursion A0/omega: 1.231 angstrom
pulse spectrum FWHM: 12.0 eV; rms 5.096 eV
input GDD: 12000 as^2; input TOD: 6.0e+05 as^3
true duration FWHM: 241.7 as
flat-phase duration FWHM: 151.4 as
time step: 36.28 as; delay step: 108.8 as
pulse samples: 64; delays: 65; gate samples: 256
delay range: -3483 to 3483 as
energy bin: 1.781 eV; iterations, main runs: 2000
amplitude vs equation of motion, max rel. difference: 2.1e-05
short-pulse amplitude error, direct: 0.0656; formula: 0.0670
yield range over delay, full: 0.9467 to 1.0498
yield range, formula: 0.9468 to 1.0498
-- photon 100 eV: K0 78.4 eV, streak p0*A0 8.66 eV
   A0/p0: 0.0552; phase (sigma/p0)(A0/omega): 0.182 rad
   misfit: 0.0293; predicted floor: 0.0290
   field error, control: 1.2e-04; full data: 0.0059
   retrieved FWHM: 241.7 as; GDD: 12030 as^2
-- photon 70 eV: K0 48.4 eV, streak p0*A0 6.80 eV
   A0/p0: 0.0703; phase (sigma/p0)(A0/omega): 0.231 rad
   misfit: 0.0373; predicted floor: 0.0369
   field error, control: 9.6e-05; full data: 0.0085
   retrieved FWHM: 240.6 as; GDD: 12049 as^2
-- photon 50 eV: K0 28.4 eV, streak p0*A0 5.21 eV
   A0/p0: 0.0917; phase (sigma/p0)(A0/omega): 0.302 rad
   misfit: 0.0495; predicted floor: 0.0482
   field error, control: 9.0e-05; full data: 0.0146
   retrieved FWHM: 238.9 as; GDD: 12091 as^2
50 eV, misfit of true pulse and gate: 0.0557; after run: 0.0495
50 eV, field difference between the two starts: 1.7e-04
50 eV, rms bandwidth from A>0 half-cycle: 4.756 eV
50 eV, rms bandwidth from A<0 half-cycle: 5.473 eV
   their ratio: 1.1508; formula: 1.1168
50 eV, rms error of A/A0, central-momentum inversion: 0.0456
50 eV, rms error of A/A0, classical inversion: 0.0148
100 eV, 1e+05 counts, field error of 3 draws: 0.023, 0.027, 0.024
100 eV, resolution 1.0 eV: field error 0.0065, FWHM 241.2 as
100 eV, intensity spread +-10 percent: field error 0.0057
100 eV, dipole falling as 1/photon energy: field change 0.0189
100 eV, classical Coulomb-laser delay at K0: -5.21 as
   at K0-6 eV: -5.77 as; at K0+6 eV: -4.74 as
\end{verbatim}
